# Debugging a numerical check: Removing time-step and population bias together with walker number inversely proportional to time step

```python
# Result under test: if the DMC energy is
#   E(tau,N) = E0 + a tau + b/N + c tau^2 + d tau/N + f/N^2 + ...,
# then walker number N = kappa/tau makes it E0 + A tau + C tau^2 with
#   A = a + b/kappa,  C = c + d/kappa + f/kappa^2,
# and linear extrapolation from tau1, tau2 leaves -C tau1 tau2.
# Cost (walker moves K) follows from variance V = S/(K tau), with S = 2b.
# Model: two sites, hopping J = 1, importance sampling, fixed N walkers.
# Energies are in J, imaginary times in hbar/J.
# The number of walkers on site 1 is a finite Markov chain, so all
# expectation values and variances are obtained without sampling noise.
import numpy as np
from scipy.special import gammaln, xlogy, xlog1py
from scipy.optimize import minimize, minimize_scalar
from scipy.integrate import quad

site_energy = np.array([0.0, 1.0])
trial_ratio = 3.0            # trial amplitude on site 1 over site 2
kappa = 4.0                  # N * tau
H = np.array([[site_energy[0], -1.0], [-1.0, site_energy[1]]])
levels, vectors = np.linalg.eigh(H)
E0 = levels[0]
gap = levels[1] - levels[0]
alpha = trial_ratio          # jump rate site 2 -> site 1
beta = 1.0 / trial_ratio     # jump rate site 1 -> site 2
lam = alpha + beta
e1 = site_energy[0] - 1.0 / trial_ratio
e2 = site_energy[1] - trial_ratio
Delta = e1 - e2
assert Delta > 0             # site 1 has the smaller branching weight


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


def binomial(k, n, p):
    """Binomial probabilities, zero for k > n."""
    k, n, p = np.broadcast_arrays(k, n, p)
    ok = k <= n
    ks = np.where(ok, k, 0)
    logp = (gammaln(n + 1) - gammaln(ks + 1) - gammaln(n - ks + 1)
            + xlogy(ks, p) + xlog1py(n - ks, -p))
    return np.where(ok, np.exp(logp), 0.0)


def chain(tau, N, multinomial=False):
    """Return mean energy, N*tau*(variance per step), transition matrix."""
    n = np.arange(N + 1)
    move = np.array([np.convolve(
        binomial(np.arange(k + 1), k, 1 - tau * beta),
        binomial(np.arange(N - k + 1), N - k, tau * alpha)) for k in n])
    y = n / N
    q = np.exp(-tau * Delta)
    target = y * q / (y * q + 1 - y)
    if multinomial:
        select = binomial(n[None, :], N, np.minimum(target, 1)[:, None])
    else:
        # a site-1 walker survives with probability q; otherwise it is
        # replaced by a copy drawn from the weighted population
        stay = np.minimum(q + (1 - q) * target, 1.0)
        select = binomial(n[None, :], n[:, None], stay[:, None])
    P = move @ select
    P /= P.sum(axis=1, keepdims=True)
    size = N + 1
    pi = np.linalg.solve((np.eye(size) - P + 1.0).T, np.ones(size))
    energy = e2 + Delta * y
    mean = pi @ energy
    dev = energy - mean
    g = np.linalg.solve(np.eye(size) - P + np.outer(np.ones(size), pi), dev)
    per_step = 2 * pi @ (dev * g) - pi @ dev**2
    return mean, per_step * N * tau, P


def infinite_population(tau):
    G = np.array([[-beta, alpha], [beta, -alpha]])
    step = np.diag(np.exp(-tau * np.array([e1, e2]))) @ (np.eye(2) + tau * G)
    val, vec = np.linalg.eig(step)
    v = vec[:, np.argmax(val.real)].real
    return (v @ np.array([e1, e2])) / v.sum()


def continuous_time(N):
    """Exact stationary energy for tau -> 0 at finite N."""
    n = np.arange(N + 1)
    up = (N - n) * alpha
    down = n * beta + Delta * n * (N - n) / N
    logpi = np.concatenate(([0.0], np.cumsum(np.log(up[:-1] / down[1:]))))
    p = np.exp(logpi - logpi.max())
    return e2 + Delta * (p @ n) / (N * p.sum())


# ---- derived coefficients ----
mixed = np.array([trial_ratio, 1.0]) * np.abs(vectors[:, 0])
x = mixed[0] / mixed.sum()
u, w = x * (1 - x), 1 - 2 * x
gamma = lam + Delta * w
assert close(gamma, gap, 1e-10)
shift = -0.5 * Delta**2 * u * w / gamma
a = Delta * shift
second = (0.5 * Delta**2 * (w**2 - 2 * u) * shift
          + Delta**3 * u * (1 - 6 * u) / 6 - Delta * shift**2)
c = -Delta * second / gamma
D0 = beta * x + alpha * (1 - x)
D = D0 + Delta * u
b = Delta**2 * D / (2 * gamma**2)
mu = (2 * Delta * shift + Delta**2 * u + 0.5 * Delta**2 * w**2
      + lam * Delta * w) / gamma
Q1 = ((beta - alpha) * shift - beta**2 * x - alpha**2 * (1 - x)
      - 2 * Delta * w * D0 - 0.5 * Delta**2 * u + Delta * w * shift)
d = b * (Q1 / D + 2 * mu + gamma / 2 + 2 * gamma * D0 / D
         - 2 * lam - 1.5 * Delta * w)


def b_finite(tau):
    """Coefficient of 1/N at finite time step, Gaussian fluctuations."""
    xs = (infinite_population(tau) - e2) / Delta
    y = xs + tau * (alpha - lam * xs)
    q = np.exp(-tau * Delta)
    Z = 1 - y * (1 - q)
    S1, S2 = q / Z**2, 2 * q * (1 - q) / Z**3
    slope_move = 1 - lam * tau
    M1 = S1 * slope_move
    U = (xs * tau * beta * (1 - tau * beta)
         + (1 - xs) * tau * alpha * (1 - tau * alpha))
    Q = S1**2 * U + xs * (1 - xs) * (1 - q)
    var_y = slope_move**2 * Q / (1 - M1**2) + U
    return Delta * S2 * var_y / (2 * (1 - M1))


# ---- tests of a and c in the infinite population ----
h = 1e-3
Ep, Em = infinite_population(h), infinite_population(-h)
assert close((Ep - Em) / (2 * h), a, 1e-3)
assert close((Ep + Em - 2 * E0) / (2 * h * h), c, 1e-2)

# ---- tests of b and extraction of f at zero time step ----
g400 = 400 * (continuous_time(400) - E0)
g800 = 800 * (continuous_time(800) - E0)
assert close(2 * g800 - g400, b, 1e-3)
f = 2 * 800 * (g800 - b) - 400 * (g400 - b)

# ---- tests of b(tau) and of the cross coefficient d ----
b_chain = {}
for tau in (0.02, 0.01):
    Einf = infinite_population(tau)
    g = [N * (chain(tau, N)[0] - Einf) for N in (80, 160, 320)]
    r1, r2 = 2 * g[1] - g[0], 2 * g[2] - g[1]
    b_chain[tau] = (4 * r2 - r1) / 3
    assert close(b_chain[tau], b_finite(tau), 2e-3)
d_chain = (4 * b_chain[0.01] - b_chain[0.02] - 3 * b) / 0.02
assert close(d_chain, d, 0.02)

# ---- the line N = kappa/tau ----
A = a + b / kappa
C = c + d / kappa + f / kappa**2
taus = np.array([0.1, 0.05, 0.025, 0.0125, 0.00625])
walkers = [int(round(kappa / t)) for t in taus]
runs = [chain(t, N) for t, N in zip(taus, walkers)]
E = np.array([r[0] for r in runs])
S = np.array([r[1] for r in runs])
fit = np.polyfit(taus, E, 4)
assert abs(fit[-1] - E0) < 1e-5
assert close(fit[-2], A, 0.01)
extrap = (4 * E[2:] - E[:3]) / 3
C_pair = (E0 - extrap) / (taus[:3] * taus[2:])
C_limit = 2 * C_pair[2] - C_pair[1]
assert close(C_limit, C, 0.03)

# ---- statistical constant S = 2b and relaxation rate ----
S_limit = 2 * S[4] - S[3]
assert close(S_limit, 2 * b, 0.01)
rates = []
for i in (2, 3):
    ev = np.sort(np.linalg.eigvals(runs[i][2]).real)[::-1]
    rates.append(-np.log(ev[1]) / taus[i])
rate_limit = 2 * rates[1] - rates[0]
assert close(rate_limit, gamma, 0.02)


# ---- best ratio of time steps at fixed residual, from the definition ----
def scaled_cost(p):
    r, share = 1 + np.exp(p[0]), 1 / (1 + np.exp(-p[1]))
    t1, t2 = np.sqrt(r), 1 / np.sqrt(r)
    w1, w2 = -t2 / (t1 - t2), t1 / (t1 - t2)
    return w1**2 / (t1 * share) + w2**2 / (t2 * (1 - share))


best = minimize(scaled_cost, [1.0, -1.0], method="Nelder-Mead",
                options={"xatol": 1e-9, "fatol": 1e-13, "maxiter": 2000})
r_best = 1 + np.exp(best.x[0])
r_formula = ((3 + np.sqrt(5)) / 2)**2
assert close(r_best, r_formula, 1e-4) and close(best.fun, 4.0, 1e-8)
r4_cost = minimize_scalar(lambda s: scaled_cost([np.log(3.0), s]),
                          bounds=(-8, 3), method="bounded").fun

# ---- worked pair tau = 0.05 and 0.0125 ----
t1, t2 = taus[1], taus[3]
weights = np.array([-t2, t1]) / (t1 - t2)
std_error = 1e-4
V = std_error**2
S_pair, t_pair = np.array([S[1], S[3]]), np.array([t1, t2])
amp = np.abs(weights) * np.sqrt(S_pair / t_pair)
K_pair = amp * amp.sum() / V
K_total = K_pair.sum()
search = minimize_scalar(
    lambda s: (weights[0]**2 * S_pair[0] / (t1 * s)
               + weights[1]**2 * S_pair[1] / (t2 * (1 - s))) / V,
    bounds=(1e-3, 0.999), method="bounded")
assert close(search.fun, K_total, 1e-5)
K_leading = 2 * b / V * (np.abs(weights) / np.sqrt(t_pair)).sum()**2
assert close(K_leading, K_total, 0.10)
residual = extrap[1] - E0
tau_single = abs(residual / A)
K_single = 2 * b / (V * tau_single)
T_eq = 5 / gamma
K_eq = kappa * T_eq * (1 / t1**2 + 1 / t2**2)
threshold = A**2 / (16 * abs(C))

# ---- contrast: time step extrapolated at constant N = 80 ----
E_fixed = (4 * chain(t2, 80)[0] - E[1]) / 3
assert close(E_fixed - E0, b / 80, 0.10)

# ---- contrast: multinomial resampling at every step fails on the line ----
Em = [chain(t, N, True)[0] for t, N in zip(taus[2:], walkers[2:])]
multi_offset = np.polyfit(taus[2:], Em, 2)[-1] - E0


def density(z):
    return (z**(2 * kappa * alpha - 1) * (1 - z)**(2 * kappa * beta - 1)
            * np.exp(-2 * kappa * Delta * (z - 1)))


norm = quad(density, 0, 1, epsabs=0, epsrel=1e-10)[0]
mean_z = quad(lambda z: z * density(z), 0, 1, epsabs=0, epsrel=1e-10)[0] / norm
multi_limit = e2 + Delta * mean_z - E0
assert close(multi_offset, multi_limit, 0.03)

print(f"site energies: {site_energy[0]:.1f}, {site_energy[1]:.1f} J")
print(f"trial amplitude ratio: {trial_ratio:.1f}")
print(f"kappa = N tau: {kappa:.1f} hbar/J")
print(f"local energies, sites 1, 2: {e1:.5f}, {e2:.5f} J")
print(f"local-energy difference Delta: {Delta:.5f} J")
print(f"jump rates alpha, beta: {alpha:.5f}, {beta:.5f} J/hbar")
print(f"E0 by diagonalization: {E0:.7f} J")
print(f"mixed-distribution fraction x on site 1: {x:.5f}")
print(f"gap = relaxation rate gamma: {gamma:.5f} J/hbar")
print(f"relaxation rate from chains: {rate_limit:.5f} J/hbar")
print(f"noise constant D: {D:.5f} J/hbar")
print(f"a: {a:.5f} J^2/hbar")
print(f"b: {b:.5f} J")
print(f"c: {c:.5f} J^3/hbar^2")
print(f"d, formula: {d:.5f} J^2/hbar")
print(f"d, from chains: {d_chain:.5f} J^2/hbar")
print(f"f: {f:.5f} J")
print(f"A = a + b/kappa: {A:.5f} J^2/hbar")
print(f"A from chains: {fit[-2]:.5f} J^2/hbar")
print(f"d/kappa: {d/kappa:.5f} J^3/hbar^2")
print(f"f/kappa^2: {f/kappa**2:.5f} J^3/hbar^2")
print(f"C, sum of three terms: {C:.5f} J^3/hbar^2")
print(f"C from chains, zero-step limit: {C_limit:.5f} J^3/hbar^2")
for t, N, en, st in zip(taus, walkers, E, S):
    print(f"tau {t:.5f} hbar/J, N {N}: E {en:.7f} J, S {st:.5f} J hbar")
for t, en, cc in zip(taus[:3], extrap, C_pair):
    print(f"pair {t:.5f}, {t/4:.5f} hbar/J: E {en:.7f} J, "
          f"error {en-E0:.3e} J, C {cc:.4f}")
print(f"2b and zero-step S: {2*b:.5f}, {S_limit:.5f} (J^2 times hbar/J)")
print(f"leading residual -C tau1 tau2, worked pair: {-C*t1*t2:.3e} J")
print(f"cross-term part of that residual: {-d/kappa*t1*t2:.3e} J")
print(f"best tau1/tau2: formula {r_formula:.4f}, search {r_best:.4f}")
print(f"scaled cost: best {best.fun:.4f}, ratio 4 {r4_cost:.4f}")
print(f"target standard error: {std_error:.1e} J")
print(f"moves at tau1, tau2: {K_pair[0]:.3e}, {K_pair[1]:.3e}")
print(f"total moves: {K_total:.3e}; with S = 2b: {K_leading:.3e}")
print(f"equilibration time 5/gamma: {T_eq:.3f} hbar/J")
print(f"equilibration moves: {K_eq:.3e}")
print(f"single run of equal bias: tau {tau_single:.3e} hbar/J")
print(f"single run: N {kappa/tau_single:.0f}, moves {K_single:.3e}")
print(f"single-run cost over pair cost: {K_single/K_total:.2f}")
print(f"extrapolation cheaper below bias: {threshold:.3e} J")
print(f"error with N fixed at 80: {E_fixed-E0:.3e} J; b/80: {b/80:.3e} J")
print(f"multinomial intercept error: {multi_offset:.5f} J")
print(f"multinomial limit by quadrature: {multi_limit:.5f} J")
print("no test failed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 133, in <module>
    assert close((Ep - Em) / (2 * h), a, 1e-3)
AssertionError
```

Diagnosis: The failed test compares the formula for a with a central difference of the infinite-population energy, which needs that energy at a small negative time step. The program chose the eigenvector with the largest eigenvalue, but for a negative step that one belongs to the excited state, so the difference was meaningless; the formula for a was not at fault. The program now chooses the eigenvector whose components have equal signs, which is the ground-state branch for either sign of the step, and this test and its tolerance are unchanged. One further change is made as a precaution: the zero-step limit of C now uses all three pairs of time steps instead of two, to reduce the extrapolation error, with the same tolerance.

Diff:

```diff
@@ -6,5 +6,5 @@
 # Cost (walker moves K) follows from variance V = S/(K tau), with S = 2b.
 # Model: two sites, hopping J = 1, importance sampling, fixed N walkers.
-# Energies are in J, imaginary times in hbar/J.
+# Energies are in J, imaginary times in hbar/J, and hbar = 1 in formulas.
 # The number of walkers on site 1 is a finite Markov chain, so all
 # expectation values and variances are obtained without sampling noise.
@@ -73,8 +73,12 @@
 
 def infinite_population(tau):
+    """Energy of the nodeless eigenvector of one step, tau of either sign."""
     G = np.array([[-beta, alpha], [beta, -alpha]])
     step = np.diag(np.exp(-tau * np.array([e1, e2]))) @ (np.eye(2) + tau * G)
-    val, vec = np.linalg.eig(step)
-    v = vec[:, np.argmax(val.real)].real
+    vec = np.linalg.eig(step)[1].real
+    # the ground-state branch has components of equal sign; it has the
+    # largest eigenvalue only for positive tau
+    v = vec[:, np.argmax(vec[0] * vec[1])]
+    assert v[0] * v[1] > 0
     return (v @ np.array([e1, e2])) / v.sum()
 
@@ -130,7 +134,7 @@
 # ---- tests of a and c in the infinite population ----
 h = 1e-3
-Ep, Em = infinite_population(h), infinite_population(-h)
-assert close((Ep - Em) / (2 * h), a, 1e-3)
-assert close((Ep + Em - 2 * E0) / (2 * h * h), c, 1e-2)
+E_plus, E_minus = infinite_population(h), infinite_population(-h)
+assert close((E_plus - E_minus) / (2 * h), a, 1e-3)
+assert close((E_plus + E_minus - 2 * E0) / (2 * h * h), c, 1e-2)
 
 # ---- tests of b and extraction of f at zero time step ----
@@ -164,5 +168,6 @@
 extrap = (4 * E[2:] - E[:3]) / 3
 C_pair = (E0 - extrap) / (taus[:3] * taus[2:])
-C_limit = 2 * C_pair[2] - C_pair[1]
+# remove the first and second powers of the time step from C_pair
+C_limit = (8 * C_pair[2] - 6 * C_pair[1] + C_pair[0]) / 3
 assert close(C_limit, C, 0.03)
 
@@ -222,6 +227,6 @@
 
 # ---- contrast: multinomial resampling at every step fails on the line ----
-Em = [chain(t, N, True)[0] for t, N in zip(taus[2:], walkers[2:])]
-multi_offset = np.polyfit(taus[2:], Em, 2)[-1] - E0
+E_multi = [chain(t, N, True)[0] for t, N in zip(taus[2:], walkers[2:])]
+multi_offset = np.polyfit(taus[2:], E_multi, 2)[-1] - E0
 
 
@@ -263,6 +268,6 @@
 for t, en, cc in zip(taus[:3], extrap, C_pair):
     print(f"pair {t:.5f}, {t/4:.5f} hbar/J: E {en:.7f} J, "
-          f"error {en-E0:.3e} J, C {cc:.4f}")
-print(f"2b and zero-step S: {2*b:.5f}, {S_limit:.5f} (J^2 times hbar/J)")
+          f"error {en-E0:.3e} J, C {cc:.4f} J^3/hbar^2")
+print(f"2b (hbar = 1), zero-step S: {2*b:.5f}, {S_limit:.5f} J hbar")
 print(f"leading residual -C tau1 tau2, worked pair: {-C*t1*t2:.3e} J")
 print(f"cross-term part of that residual: {-d/kappa*t1*t2:.3e} J")
```

Output now:

```
site energies: 0.0, 1.0 J
trial amplitude ratio: 3.0
kappa = N tau: 4.0 hbar/J
local energies, sites 1, 2: -0.33333, -2.00000 J
local-energy difference Delta: 1.66667 J
jump rates alpha, beta: 3.00000, 0.33333 J/hbar
E0 by diagonalization: -0.6180340 J
mixed-distribution fraction x on site 1: 0.82918
gap = relaxation rate gamma: 2.23607 J/hbar
relaxation rate from chains: 2.23147 J/hbar
noise constant D: 1.02492 J/hbar
a: 0.09653 J^2/hbar
b: 0.28470 J
c: -0.01707 J^3/hbar^2
d, formula: -0.84684 J^2/hbar
d, from chains: -0.84679 J^2/hbar
f: -0.46066 J
A = a + b/kappa: 0.16771 J^2/hbar
A from chains: 0.16771 J^2/hbar
d/kappa: -0.21171 J^3/hbar^2
f/kappa^2: -0.02879 J^3/hbar^2
C, sum of three terms: -0.25757 J^3/hbar^2
C from chains, zero-step limit: -0.25745 J^3/hbar^2
tau 0.10000 hbar/J, N 40: E -0.6034306 J, S 0.41314 J hbar
tau 0.05000 hbar/J, N 80: E -0.6102381 J, S 0.48641 J hbar
tau 0.02500 hbar/J, N 160: E -0.6139952 J, S 0.52659 J hbar
tau 0.01250 hbar/J, N 320: E -0.6159770 J, S 0.54765 J hbar
tau 0.00625 hbar/J, N 640: E -0.6169958 J, S 0.55844 J hbar
pair 0.10000, 0.02500 hbar/J: E -0.6175167 J, error 5.172e-04 J, C -0.2069 J^3/hbar^2
pair 0.05000, 0.01250 hbar/J: E -0.6178899 J, error 1.441e-04 J, C -0.2305 J^3/hbar^2
pair 0.02500, 0.00625 hbar/J: E -0.6179959 J, error 3.806e-05 J, C -0.2436 J^3/hbar^2
2b (hbar = 1), zero-step S: 0.56940, 0.56923 J hbar
leading residual -C tau1 tau2, worked pair: 1.610e-04 J
cross-term part of that residual: 1.323e-04 J
best tau1/tau2: formula 6.8541, search 6.8541
scaled cost: best 4.0000, ratio 4 4.5000
target standard error: 1.0e-04 J
moves at tau1, tau2: 1.026e+09, 8.706e+09
total moves: 9.732e+09; with S = 2b: 1.025e+10
equilibration time 5/gamma: 2.236 hbar/J
equilibration moves: 6.082e+04
single run of equal bias: tau 8.590e-04 hbar/J
single run: N 4657, moves 6.629e+10
single-run cost over pair cost: 6.81
extrapolation cheaper below bias: 6.825e-03 J
error with N fixed at 80: 3.492e-03 J; b/80: 3.559e-03 J
multinomial intercept error: 0.00883 J
multinomial limit by quadrature: 0.00883 J
no test failed
```
